# Why the RPA energy has no minimum over nonlocal potentials

Suppose that the total energy of the random-phase approximation (RPA) is handed to an optimizer, with every matrix element of the one-electron Hamiltonian as a free variable. One way down is then open that has nothing to do with better orbitals: pushing occupied and virtual levels together. For water in a small basis, the energy can fall in this way by more than 3 hartree while the orbitals do not change at all. In a complete basis the descent has no end. The belief that the RPA energy can be minimized over all nonlocal potentials is therefore false.

## The energy and its variables

Take a closed-shell system with real orbitals. Occupied orbitals are labelled $i,j$, virtual orbitals $a,b$, and a pair $ia$ is also written as one index $k$. Hartree atomic units are used. The orbitals and their energies belong to a noninteracting reference Hamiltonian

$$h=T+v_{\rm nl}=\sum_p e_p|p\rangle\langle p| ,\qquad D_{ia}=e_a-e_i>0 .$$

Here $v_{\rm nl}$ is any Hermitian one-electron operator, and $D$ is the diagonal matrix of gaps. The energy is

$$E=E_{\rm EXX}+E_c .$$

$E_{\rm EXX}$ is the expectation value of the full Hamiltonian in the reference determinant, so it depends on the occupied orbitals alone. The correlation energy is that of the direct RPA, which has no exchange in its kernel. With the spin-summed coupling

$$K_{ia,jb}=2(ia|jb)=2\iint\frac{\phi_i\phi_a(\mathbf r)\,\phi_j\phi_b(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' ,$$

the RPA equations for the amplitudes $X,Y$ of a mode with energy $\Omega$ are

$$(D+K)X+KY=\Omega X,\qquad KX+(D+K)Y=-\Omega Y .$$

Their sum and difference are

$$D(X-Y)=\Omega(X+Y),\qquad (D+2K)(X+Y)=\Omega(X-Y).$$

Put $X+Y=D^{1/2}z\,\Omega^{-1/2}$. The first equation gives $X-Y=D^{-1/2}z\,\Omega^{1/2}$, and the second becomes

$$Mz=\Omega^2z,\qquad M=D^{1/2}(D+2K)D^{1/2}.$$

The matrix $K$ is positive semidefinite, because $c^TKc$ is twice the Coulomb repulsion integral of the density $\sum_k c_k\phi_i\phi_a$ with itself. With positive gaps $M$ is then positive definite, and all $\Omega_n$ are real and positive. The correlation energy is half the difference between the mode energies and the diagonal of $D+K$:

$$E_c=\tfrac12\Big[\sum_n\Omega_n-\mathrm{Tr}\,D-\mathrm{Tr}\,K\Big]. \tag{1}$$

The orbital energies enter (1) through $D$ and enter $E_{\rm EXX}$ nowhere. This is the opening through which the energy falls.

## One pair

With a single pair, $\Omega=\sqrt{D^2+2DK}$ and

$$E_c=\tfrac12\left(\sqrt{D^2+2DK}-D-K\right),\qquad
\frac{dE_c}{dD}=\frac12\left(\frac{D+K}{\sqrt{D^2+2DK}}-1\right).$$

Since $(D+K)^2=\Omega^2+K^2$, the fraction exceeds 1 and the slope is positive. For a wide gap, $\Omega=D+K-K^2/(2D)+\dots$, so $E_c\approx-K^2/(4D)$: the pair is stiff and correlates weakly. For a narrow gap, $E_c\approx-K/2+\sqrt{DK/2}$. The energy approaches $-K/2$ with infinite slope, and there is no minimum at any positive gap.

## The counter-example: water

The molecule has O–H distances of 0.96 Å and an angle of 104.5°. Hartree–Fock in the cc-pVDZ basis gives 5 occupied and 19 virtual orbitals, hence 95 pairs. The HOMO and LUMO lie at $-0.49295$ and $0.18510$ hartree, so the gap is 0.67806 hartree. This value belongs to the basis: cc-pVTZ gives 0.646 and aug-cc-pVDZ 0.545 hartree. Let $\mu$ be the midpoint between them, and define

$$h_s=\mu+s(h-\mu),\qquad v_{\rm nl}^{(s)}=h_s-T .$$

For every $s>0$ this is a legitimate Hermitian operator within the basis. It has the same eigenvectors as $h$, in the same order, and all its gaps are multiplied by $s$. Diagonalizing each $h_s$ afresh and evaluating the energy gives, in hartree:

| $s$ | gap | $E_c$ | $E$ |
|---|---|---|---|
| 10 | 6.78 | −0.0294 | −76.0561 |
| 2 | 1.36 | −0.1303 | −76.1569 |
| 1 | 0.678 | −0.2314 | −76.2581 |
| 0.1 | 0.0678 | −0.9826 | −77.0093 |
| 0.01 | 0.00678 | −2.0964 | −78.1231 |
| $10^{-6}$ | $6.78\times10^{-7}$ | −3.4697 | −79.4963 |

In every row $E_{\rm EXX}=-76.0267$ hartree. The whole fall is correlation energy, obtained without moving an orbital. Nothing marks the Hartree–Fock energies at $s=1$ as special: the energy passes through them on its way down.

A gentler change lowers only the virtual levels, all by the same amount, $h\to h-\Delta\sum_a|a\rangle\langle a|$. With $\Delta$ equal to 99% of the gap, $E_c$ is $-0.3177$ hartree. The HOMO–LUMO gap is then 0.00678 hartree, as in the row $s=0.01$, where $E_c$ is $-2.0964$ hartree. The frontier gap alone therefore does not set the size of the fall. In the second path each gap shrinks by 0.671 hartree, and pairs that began with much larger gaps stay stiff; in the first path every pair softens.

## The correct statement

Hold the orbitals and their integer occupations fixed, keep all gaps positive, and let no product $\phi_i\phi_a$ vanish identically. Then, in a finite basis:

1. The direct-RPA energy strictly increases with each gap $D_{ia}$, the others being held fixed.
2. Consequently $\partial E/\partial e_a>0$ for every virtual level and $\partial E/\partial e_i<0$ for every occupied level. No gapped reference is a minimum, or even a stationary point, over all nonlocal potentials.
3. As all gaps close, $E_c$ tends to $-\tfrac12\mathrm{Tr}\,K$, which no gapped reference with these orbitals attains.

As the basis becomes complete, this floor goes to minus infinity, and $E$ has no lower bound.

## Proof that the slope is positive

It is tempting to argue that smaller gaps make the system more polarizable and so more correlated. At imaginary frequency $iu$, a pair enters the response through

$$F_k(u)=\frac{2D_k}{D_k^2+u^2},\qquad \frac{\partial F_k}{\partial D_k}=\frac{2(u^2-D_k^2)}{(D_k^2+u^2)^2}.$$

Closing the gap raises $F_k$ for $u<D_k$ but reduces it for $u>D_k$. The frequencies compete, so the sign of the total has to be computed.

Let $P_k$ be the projector on pair $k$. From $\partial D^{1/2}/\partial D_k=P_kD^{1/2}/(2D_k)$ and the product rule,

$$\frac{\partial M}{\partial D_k}=\frac{1}{2D_k}(P_kM+MP_k)+D_kP_k .$$

The first two terms come from the outer factors $D^{1/2}$, the last from the $D$ between them. The sum of mode energies is $\mathrm{Tr}\,M^{1/2}$, and under a trace the chain rule holds in the form $d\,\mathrm{Tr}\,M^{1/2}=\tfrac12\mathrm{Tr}(M^{-1/2}dM)$, even when modes are degenerate. Hence

$$\frac{\partial}{\partial D_k}\sum_n\Omega_n=\frac12\left[\frac{(M^{1/2})_{kk}}{D_k}+D_k(M^{-1/2})_{kk}\right].$$

Let $z_{kn}$ be the orthonormal eigenvectors of $M$. The amplitudes found above give

$$\frac{(M^{1/2})_{kk}}{D_k}=\sum_n\frac{\Omega_nz_{kn}^2}{D_k}=\sum_n(X_{kn}-Y_{kn})^2,$$

$$D_k(M^{-1/2})_{kk}=\sum_n\frac{D_kz_{kn}^2}{\Omega_n}=\sum_n(X_{kn}+Y_{kn})^2 .$$

Half the sum of the two squares is $X^2+Y^2$, so the derivative of $\sum_n\Omega_n$ is $\sum_n(X_{kn}^2+Y_{kn}^2)$. The product of the same two amplitudes is $z_{kn}^2$, which gives

$$\sum_n(X_{kn}^2-Y_{kn}^2)=\sum_nz_{kn}^2=1 .$$

In (1), $\mathrm{Tr}\,D$ contributes $-\tfrac12$ to the slope and $\mathrm{Tr}\,K$ nothing. Replacing the 1 by the last sum,

$$\frac{\partial E_c}{\partial D_k}=\frac12\Big[\sum_n(X_{kn}^2+Y_{kn}^2)-1\Big]=\sum_nY_{kn}^2\ \ge 0 . \tag{2}$$

The slope is the total de-excitation weight of the pair. It is present because the RPA couples excitations to de-excitations; if $Y$ were dropped, the slope would be lost with it.

Equality must still be excluded. The second RPA equation, read row by row, is

$$Y_{kn}=-\frac{[K(X+Y)]_{kn}}{D_k+\Omega_n}.$$

If $Y_{kn}=0$ for every $n$, row $k$ of $K(X+Y)$ vanishes. The matrix $X+Y=D^{1/2}z\,\Omega^{-1/2}$ is invertible, so row $k$ of $K$ itself would vanish. But its diagonal element $K_{kk}=2(ia|ia)$ is positive for a nonzero density $\phi_i\phi_a$. The slope is therefore strictly positive.

A virtual energy enters the gaps with a plus sign and an occupied energy with a minus sign:

$$\frac{\partial E}{\partial e_a}=\sum_i\sum_nY_{ia,n}^2>0,\qquad \frac{\partial E}{\partial e_i}=-\sum_a\sum_nY_{ia,n}^2<0 .$$

The change $\delta v_{\rm nl}=\delta e_a|a\rangle\langle a|$ is an allowed nonlocal variation, and its first-order effect on $E$ does not vanish. No property of the orbitals beyond the stated conditions was used, so optimizing them cannot restore stationarity.

For water at the Hartree–Fock energies, (2) gives $\partial E/\partial e_{\rm LUMO}=0.005741$ and $\partial E/\partial e_{\rm HOMO}=-0.020435$. Finite differences of the frequency integral derived below agree to all printed digits. The smallest pair slope is about $4\times10^{-9}$: strictly positive does not mean large. The sum over all pairs is 0.0844, which is the initial rate at which $E$ falls when all virtual levels are lowered together. Lowering them by half the gap, 0.339 hartree, would at that rate gain $0.0844\times0.339=0.0286$ hartree. The computed gain is $0.2650-0.2314=0.0336$ hartree, so the average slope along the path exceeds the initial one. These are cc-pVDZ numbers, and their signs, not their sizes, carry over to other bases. The LUMO slope, the HOMO slope and the sum are 0.00443, $-0.0264$ and 0.102 in cc-pVTZ, and 0.00095, $-0.0256$ and 0.096 in aug-cc-pVDZ.

The sign was also tested away from Hartree–Fock, with randomly rotated orbitals and random level energies. All 48 halvings of a single gap lowered $E_c$.

## The floor in a finite basis

Because $M=D^2+2D^{1/2}KD^{1/2}$ and the second term is positive semidefinite, the ordered eigenvalues of $M$ are no smaller than those of $D^2$. Thus $\sum_n\Omega_n\ge\mathrm{Tr}\,D$. Equality would require each ordered eigenvalue of $M$ to equal the corresponding one of $D^2$, but $\mathrm{Tr}\,M$ exceeds $\mathrm{Tr}\,D^2$ by $2\sum_kD_kK_{kk}>0$. Inserted in (1), this gives $E_c>-\tfrac12\mathrm{Tr}\,K$ for any positive gaps.

Now replace $D$ by $sD$. Then $M=s\,(N+sD^2)$ with $N=2D^{1/2}KD^{1/2}$, and since the matrix square root is continuous,

$$E_c(s)=-\tfrac12\mathrm{Tr}\,K+\tfrac12\sqrt{s}\;\mathrm{Tr}\,N^{1/2}+o(\sqrt s). \tag{3}$$

The floor is approached as the square root of the gaps, as for one pair. For water in cc-pVDZ it is $-3.49182$ hartree, and the coefficient of $\sqrt s$ is 22.366 hartree. At $s=10^{-6}$, (3) predicts $-3.49182+0.02237=-3.46946$ hartree up to rounding; the computed value is $-3.46968$. The difference is 1% of the square-root term. At $s=10^{-4}$ the prediction is $-3.26816$ against $-3.28386$, a difference of 7% of that term. The leading law thus takes over only at very small gaps.

From the Hartree–Fock energies down to the floor, $E_c$ has $3.4918-0.2314=3.260$ hartree (88.7 eV) still to fall. That number describes the basis and its Coulomb integrals, not the correlation of water.

In the opposite limit $E_c$ vanishes as $1/s$, the behaviour found for one pair. Between $s=2$ and $s=10$ the computed $|E_c|$ drops by a factor $0.1303/0.0294=4.4$, on the way to the limiting factor 5.

## No floor in a complete basis

Two facts are needed: adding virtual orbitals cannot raise $E_c$, and $\mathrm{Tr}\,K$ diverges.

For the first, rewrite (1) as a frequency integral. The matrix $D(D+2K)$ is similar to $M$, so

$$\det[1+F(u)K]=\frac{\det[u^2+D^2+2DK]}{\det[u^2+D^2]}=\frac{\prod_n(u^2+\Omega_n^2)}{\prod_k(u^2+D_k^2)} .$$

With $\int_0^\infty\ln\frac{u^2+\alpha^2}{u^2+\beta^2}\,du=\pi(\alpha-\beta)$ and $\int_0^\infty F_k\,du=\pi$, equation (1) becomes

$$E_c=\frac1{2\pi}\int_0^\infty du\,\big\{\ln\det[1+FK]-\mathrm{Tr}\,FK\big\}. \tag{4}$$

For water both forms give $-0.231412$ hartree. The integrand depends on the positive semidefinite matrix $Q=K^{1/2}FK^{1/2}$ as $\ln\det(1+Q)-\mathrm{Tr}\,Q$, and its differential is

$$\mathrm{Tr}\big\{[(1+Q)^{-1}-1]\,dQ\big\}\le0\qquad\text{for } dQ\ge0 ,$$

because $(1+Q)^{-1}\le1$. Leaving out a virtual orbital means setting its $F_k$ to zero. Restoring it increases $Q$ at every $u$ and so cannot raise $E_c$. With its 10 lowest virtual orbitals, water has $E_c=-0.1253$ hartree; with all 19, $-0.2314$ hartree.

For the second fact, write the Coulomb interaction as a Fourier integral:

$$(ia|ia)=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,\big|\langle a|e^{i\mathbf k\cdot\mathbf r}\phi_i\rangle\big|^2 .$$

Summed over a complete orthonormal set, the squared overlaps give the norm of $e^{i\mathbf k\cdot\mathbf r}\phi_i$, which is 1. What remains, up to a cutoff $k_{\max}$, is

$$\frac{4\pi\cdot4\pi}{8\pi^3}\int_0^{k_{\max}}dk=\frac{2}{\pi}k_{\max},$$

which grows without limit. The set includes the occupied orbitals, but removing them subtracts only the finite sum $\sum_j(ij|ij)$.

Given any energy, however low, one can therefore choose finitely many virtual functions for which $E_{\rm EXX}-\tfrac12\mathrm{Tr}\,K$ lies below it. Closing their gaps sufficiently brings the energy of that subspace below it too, and by (4) further virtual functions cannot bring it back up. Hence $E$ is unbounded below.

For an occupied $s$ orbital $u(r)/(r\sqrt{4\pi})$ the divergence can be counted. A function of angular momentum $l$ and radial part $u_a$ contributes

$$(ia|ia)=\frac1{2l+1}\iint u\,u_a(r)\,\frac{r_<^l}{r_>^{l+1}}\,u\,u_a(r')\,dr\,dr' .$$

The $2l+1$ values of $m$ cancel the prefactor. Radial completeness, $\sum_au_a(r)u_a(r')=\delta(r-r')$, then leaves $\int u^2/r\,dr=\langle1/r\rangle$ for every $l$. For a hydrogenic 1s orbital with $Z=1$ this is 1 hartree. Explicit sums, extrapolated from finite sine sets, give 1.0000, 0.9994, 0.9983 and 0.9967 hartree for $l=0$ to 3. With two electrons in this orbital, each further complete shell of angular momentum lowers the floor by 1 hartree.

Water shows the same trend. From cc-pVDZ to cc-pVTZ the floor drops from $-3.49$ to $-7.05$ hartree, while $E_c$ at the Hartree–Fock energies moves from $-0.231$ to $-0.328$ hartree.

## What can be asked instead

The argument above uses orbital energies that move while the orbitals stay. In a complete basis, a local potential does not allow this. If $\delta v(\mathbf r)$ preserves all orbitals, then $\delta v\,\phi_p=\delta e_p\phi_p$ for each $p$, so $\delta v=\delta e_p$ wherever $\phi_p\ne0$. On a connected region where the orbitals overlap, all $\delta e_p$ are equal, and a common shift changes no gap. A grid, on which a local potential is a diagonal matrix, shows the same count: for a model Hamiltonian on 30 points, one independent local change preserves all orbitals, against 30 independent level shifts for nonlocal operators. A finite Gaussian basis is different. There $\delta v$ acts only through its matrix elements, and the orbitals are preserved as soon as $\langle p|\delta v|q\rangle=0$ for all $p\ne q$ in the basis. Try $\delta v=\sum_{r\le s}c_{rs}\phi_r\phi_s$. Its matrix elements are the overlap matrix of the orbital products times the coefficients $c_{rs}$. If the products are linearly independent, that matrix can be inverted, and a local potential exists for any prescribed level shifts at fixed orbitals. The descent can then begin with local potentials too. The products are not always independent: with two p shells on one atom, as on oxygen in cc-pVDZ, $p_xp'_y$ and $p_yp'_x$ are the same function. A dependence puts level shifts out of reach only if it has diagonal elements between the orbitals. In water this one has none, by symmetry. The dependences among products of a p shell with the d shell do have them: they block two combinations of the 24 level shifts and only a small part of the gradient.

Restricting the search to local potentials therefore removes the argument given here in a complete basis, but not in every finite one. Tying the energies to the orbitals by a stated rule removes it in any basis. Neither step proves that a minimum exists.

The result also does not contradict the stationarity of the Klein functional of the Green function $G$,

$$E[G]=\Phi[G]+\mathrm{Tr}\ln G-\mathrm{Tr}(G_0^{-1}G-1),\qquad \frac{\delta\Phi}{\delta G}=\Sigma ,$$

where $G_0$ belongs to $T+v_{\rm ext}$, $\Phi$ holds the Hartree, exchange and ring terms, and $\mathrm{Tr}$ includes the usual frequency integral. With a chemical potential $\mu$ in the gap, $\mathrm{Tr}\ln G$ (strictly $\mathrm{Tr}\ln(-G)$) counts each occupied level as $e_i-\mu$, so a term $\mu N$, with $N$ the fixed electron number, is understood to be added to it. For a noninteracting $G_s$ with potential $v_{\rm nl}$, $G_0^{-1}G_s-1=(v_{\rm nl}-v_{\rm ext})G_s$. The last two terms then give the sum of occupied level energies minus the expectation value of $v_{\rm nl}-v_{\rm ext}$, which is that of $T+v_{\rm ext}$; adding $\Phi[G_s]$ gives the RPA energy $E$. The variation

$$\delta E=\mathrm{Tr}\big[(\Sigma-G_0^{-1}+G^{-1})\,\delta G\big]$$

vanishes when $G^{-1}=G_0^{-1}-\Sigma$. In the RPA, $\Sigma$ depends on frequency, so this $G$ is not the Green function of any static potential. The stationary point lies outside the set of noninteracting references, and within that set the slope (2) never vanishes while the gap is open. Stationarity in $G$ is thus no licence to minimize over $v_{\rm nl}$.

## Computed values

```
Water: O-H 0.96 angstrom, angle 104.5 degrees
cc-pVDZ: 5 occupied, 19 virtual, 95 pairs
HF HOMO energy -0.49295 hartree
HF LUMO energy 0.18510 hartree
HF gap 0.67806 hartree
E_EXX -76.026654 hartree
E_c, mode sum -0.231412 hartree
E_c, frequency integral -0.231412 hartree
dE/de LUMO, from Y 0.005741 (dimensionless)
dE/de LUMO, finite difference 0.005741
dE/de HOMO, from Y -0.020435 (dimensionless)
dE/de HOMO, finite difference -0.020435
Smallest pair slope dE/dD 4.134e-09
Sum of all pair slopes 0.084411
Random one-gap halvings tested 48, all lower E_c
All gaps times s: s, gap, E_EXX, E_c, E (hartree)
    1e+01 6.781e+00 -76.026654 -0.029430 -76.056083
    2e+00 1.356e+00 -76.026654 -0.130275 -76.156928
    1e+00 6.781e-01 -76.026654 -0.231412 -76.258066
    5e-01 3.390e-01 -76.026654 -0.387218 -76.413872
    1e-01 6.781e-02 -76.026654 -0.982598 -77.009252
    1e-02 6.781e-03 -76.026654 -2.096427 -78.123081
    1e-04 6.781e-05 -76.026654 -3.283863 -79.310517
    1e-06 6.781e-07 -76.026654 -3.469683 -79.496337
Floor of E_c, cc-pVDZ -3.491824 hartree
Coefficient of sqrt(s) 22.36626 hartree
E_c(s=1) minus floor 3.26041 hartree = 88.72 eV
Virtuals lowered by fraction of gap: fraction, gap, E_c, E (hartree)
  0.00 0.67806 -0.231412 -76.258066
  0.50 0.33903 -0.265010 -76.291663
  0.90 0.06781 -0.303542 -76.330196
  0.99 0.00678 -0.317743 -76.344397
E_c with lowest 10 virtuals only -0.125281 hartree
E_c with other virtuals raised by 1e4 -0.125344 hartree
cc-pVTZ: 53 virtual orbitals
E_c at HF energies, cc-pVTZ -0.328027 hartree
Floor of E_c, cc-pVTZ -7.048900 hartree
Hydrogenic 1s, Z=1: <1/r> 1.00000 per bohr
  sum over complete set, l=0: 1.0000 hartree
  sum over complete set, l=1: 0.9994 hartree
  sum over complete set, l=2: 0.9983 hartree
  sum over complete set, l=3: 0.9967 hartree
Grid points 30; orbital-preserving local changes 1
Smallest nonzero singular value 0.6624
```
